# Quantum limit of contact resistance in a two-dimensional semiconductor

A uniform two-dimensional electron layer connects two large metallic reservoirs. Its conduction band has one valley, twofold spin degeneracy and an isotropic parabolic dispersion with mass $m$. The current flows along $x$; the layer has width $W$ along $y$, much larger than the Fermi wavelength. Electrons do not interact beyond the mean potential that sets the band edge, and energies are measured from that edge. Through part (f), electrons cross the channel without scattering and pass into either reservoir without reflection.

The sheet density in the channel is $n=1.0\times10^{13}\ \mathrm{cm^{-2}}$. The mass, $m=0.20\,m_0$, is a rough value in the regime of monolayer InSe. The elementary charge $e$ is positive, and $I$ and $V$ denote magnitudes. A resistance multiplied by the width is given in $\Omega\,\mu\mathrm m$.

## Part (a): The Fermi contour

**Question.** Derive the Fermi wave number from the density. Evaluate it, the Fermi wavelength and the Fermi energy.

**Answer.** In a periodic box of area $A$, each allowed wave vector occupies an area $(2\pi)^2/A$ of $k$ space. At zero temperature the occupied states fill a disc of radius $k_F$. With two spins per wave vector,

$$
n=\frac{2}{A}\,\frac{\pi k_F^2}{(2\pi)^2/A}=\frac{k_F^2}{2\pi},
\qquad k_F=\sqrt{2\pi n}.
$$

The density is $0.10\ \mathrm{nm^{-2}}$, so $k_F=\sqrt{2\pi\times0.10}=0.7927\ \mathrm{nm^{-1}}$. The Fermi wavelength is $2\pi/k_F=7.93$ nm, and $E_F=\hbar^2k_F^2/(2m)=0.1197$ eV. The mass enters the Fermi energy but not the Fermi wave number.

## Part (b): Counting the conducting modes

**Question.** How many transverse modes carry current at the Fermi energy? Show that periodic and hard-wall boundaries agree for a wide layer.

**Answer.** A mode is a one-dimensional band labelled by its transverse wave number $k_y$. It propagates at the Fermi energy if $k_x^2=k_F^2-k_y^2$ is positive, that is, if $|k_y|<k_F$.

For periodic boundaries the spacing of $k_y$ is $2\pi/W$ and the available range is $2k_F$. For hard walls the transverse functions are $\sin(j\pi y/W)$ with $j=1,2,\ldots$, so the spacing is $\pi/W$ but only the range from $0$ to $k_F$ counts. Both give

$$
M\simeq\frac{2k_F}{2\pi/W}=\frac{k_F}{\pi/W}=\frac{k_FW}{\pi},
$$

up to a correction of order one mode. Here $M/W=252.3$ modes per micrometre. Spin is not included in $M$; it enters through the conductance of each mode.

In a narrow strip the integer matters. At this $k_F$ a hard-wall strip 15 nm wide has $k_FW/\pi=3.785$, and therefore three propagating modes.

## Part (c): The two-terminal resistance

**Question.** Derive the current of one mode at zero temperature, and from it the total resistance of the channel.

**Answer.** Let the left reservoir have chemical potential $\mu_L=\mu+eV/2$ and the right one $\mu_R=\mu-eV/2$. Without scattering or reflection, every right mover comes from the left reservoir and has its occupation $f_L$; every left mover has occupation $f_R$.

Per unit length, a mode has $2\,dk_x/(2\pi)$ states in $dk_x$, the factor 2 being spin. Their velocity is $v_x=\hbar^{-1}\partial E/\partial k_x$. Subtracting the left-moving current from the right-moving one gives

$$
I_{\rm mode}=e\int_{k_x>0}\frac{2\,dk_x}{2\pi}\,
\frac1\hbar\frac{\partial E}{\partial k_x}(f_L-f_R)
=\frac{2e}{h}\int dE\,(f_L-f_R).
$$

The velocity has cancelled the one-dimensional density of states. At zero temperature $f_L-f_R$ equals one in a window of width $eV$ and zero elsewhere, so $I_{\rm mode}=(2e^2/h)V$ for a mode whose bottom lies below that window. At small bias this holds for nearly all $M$ modes of a wide layer. A mode has resistance $h/(2e^2)=12906.4\ \Omega$.

The $M$ modes conduct in parallel:

$$
\frac GW=\frac{2e^2}{h}\frac{k_F}{\pi},\qquad
R_{\rm tot}W=\frac{h}{2e^2}\frac{\pi}{\sqrt{2\pi n}}
=\frac{h}{2e^2}\sqrt{\frac{\pi}{2n}} .
$$

The last step uses $\pi/\sqrt{2\pi n}=\sqrt{\pi^2/(2\pi n)}$. Numerically, $12906.4/252.3=51.15$, so $R_{\rm tot}W=51.15\ \Omega\,\mu\mathrm m$. The channel length does not appear. The resistance is finite because a finite number of modes connects the reservoirs.

The mass has dropped out at fixed density. A larger mass gives more states per unit energy but a lower velocity, and the two changes cancel. The argument used only an isotropic energy that rises with $k$, so it also covers nonparabolic bands of that kind.

## Part (d): The share of each contact

**Question.** Show where the voltage drops, define a resistance per contact accordingly, and evaluate it. How does it depend on density?

**Answer.** The occupations of right and left movers do not change along a channel without scattering, so no voltage drops inside it. To assign a local level to the channel, let $N(\mu)$ be the equilibrium density at chemical potential $\mu$. Right and left movers each occupy half of $k$ space, so the density under bias is

$$
\frac{N(\mu+eV/2)+N(\mu-eV/2)}2
=N(\mu)+\frac{(eV)^2}{8}N''(\mu)+\cdots .
$$

The linear terms cancel. An equilibrium population with the same density has the level

$$
\mu_{\rm ch}=\mu+\frac{(eV)^2}{8}\frac{N''(\mu)}{N'(\mu)}+\cdots .
$$

To first order in $V$ this lies halfway between the reservoirs. The drop from the left reservoir to the channel is $eV/2$, and so is the drop from the channel to the right reservoir. Each contact therefore receives half the total:

$$
R_cW=\frac{h}{4e^2}\sqrt{\frac{\pi}{2n}}
=\frac{51.15}{2}\ \Omega\,\mu\mathrm m
=25.58\ \Omega\,\mu\mathrm m .
$$

This is the limit near $26\ \Omega\,\mu\mathrm m$ per contact. The two-terminal resistance follows from the current alone; the division into halves rests on the density-based definition of the channel level. A comparison with a measured contact resistance requires the same definition.

At fixed band structure $R_c\propto n^{-1/2}$: four times the density doubles $k_F$ and halves the resistance. The relevant $n$ is the channel density in this uniform model.

## Part (e): Temperature, bias and finite width

**Question.** At fixed density, find the leading effect of temperature and of bias on the resistance. Compare the thermal result with the full integral at 300 K. What happens in the nondegenerate limit? Finally, treat a hard-wall strip 100 nm wide.

**Answer.** Summing the mode currents at each energy replaces $k_F$ by $k(E)=\sqrt{2mE}/\hbar$. For small bias, $f_L-f_R=eV(-\partial f/\partial E)$, hence

$$
\frac GW=\frac{2e^2}{h}\int_0^\infty dE\,\frac{k(E)}{\pi}
\left(-\frac{\partial f}{\partial E}\right).
$$

The chemical potential follows from the density. Since $n=k_F^2/(2\pi)=mE_F/(\pi\hbar^2)$, the density of states is the constant $m/(\pi\hbar^2)$. Integrating the Fermi function and equating the result to $n$ gives

$$
E_F=k_BT\ln\!\left(1+e^{\mu/k_BT}\right),\qquad
\mu=k_BT\ln\!\left(e^{E_F/k_BT}-1\right).
$$

At low temperature $\mu$ differs from $E_F$ by an exponentially small amount. The weight $-\partial f/\partial E$ is then a narrow, symmetric peak at $\mu$. With $z=(E-\mu)/k_BT$, its second moment is $(k_BT)^2$ times

$$
\int_{-\infty}^{\infty}\frac{z^2e^z\,dz}{(e^z+1)^2}
=4\int_0^\infty\frac{z\,dz}{e^z+1}
=4\sum_{j=1}^\infty\frac{(-1)^{j+1}}{j^2}=\frac{\pi^2}{3}.
$$

The first equality uses symmetry and integration by parts; the second expands $1/(e^z+1)$ in powers of $e^{-z}$.

For any narrow symmetric weight of unit area and variance $\sigma^2$, expansion of $\sqrt E$ about $E_F$ gives

$$
\langle\sqrt E\rangle\simeq\sqrt{E_F}
+\frac{\sigma^2}{2}\left(-\frac14E_F^{-3/2}\right)
=\sqrt{E_F}\left(1-\frac{\sigma^2}{8E_F^2}\right).
$$

With $\sigma^2=\pi^2(k_BT)^2/3$ the conductance falls, and the resistance rises by the factor

$$
\frac{R(T)}{R(0)}\simeq1+\frac{\pi^2}{24}
\left(\frac{k_BT}{E_F}\right)^2 .
$$

At 300 K, $k_BT/E_F=0.2160$ and this factor is 1.0192. The full integral gives 1.0251, or $26.22\ \Omega\,\mu\mathrm m$ per contact. The leading term thus misses about a quarter of the rise, although the rise itself is small.

Finite bias at zero temperature replaces the thermal peak by a uniform window of width $eV$, whose variance is $(eV)^2/12$. Because the density of states is constant, raising one half population and lowering the other by equal amounts preserves the density as long as $eV/2<E_F$. The relative rise is therefore

$$
\frac{R(V)}{R(0)}-1\simeq\frac{(eV)^2}{96E_F^2}.
$$

At 10 mV it is $7.3\times10^{-5}$, which is negligible. The current per width is $10\ \mathrm{mV}/(51.15\ \Omega\,\mu\mathrm m)=0.195\ \mathrm{mA/\mu m}$.

In the opposite limit, $k_BT\gg E_F$, the density relation becomes $e^{\mu/k_BT}\simeq E_F/k_BT$. The Fermi function reduces to a Boltzmann factor, and

$$
\int_0^\infty\sqrt E\left(-\frac{\partial f}{\partial E}\right)dE
\simeq e^{\mu/k_BT}\sqrt{k_BT}\int_0^\infty\sqrt z\,e^{-z}dz
=\frac{\sqrt\pi}{2}\frac{E_F}{\sqrt{k_BT}} .
$$

Dividing the zero-temperature value $\sqrt{E_F}$ by this result gives

$$
\frac{R(T)}{R(0)}\simeq\frac{2}{\sqrt\pi}\sqrt{\frac{k_BT}{E_F}} .
$$

Here $R(0)\propto n^{-1/2}$ and $E_F\propto n/m$, so $R(T)\propto\sqrt{mT}/n$. The mass independence found in part (c) belongs to the degenerate regime.

For the narrow strip, mode $j$ is filled up to $k_{x,j}=\sqrt{k^2-(j\pi/W)^2}$, where $k$ is the Fermi wave number of the strip. Two spins and both directions give $2\times2k_{x,j}/(2\pi)=2k_{x,j}/\pi$ electrons per unit length. The density condition is

$$
nW=\sum_{j\pi/W<k}\frac2\pi\sqrt{k^2-\left(\frac{j\pi}{W}\right)^2}.
$$

For $W=100$ nm its solution has 25 propagating modes. Half of $12906.4\ \Omega\times0.100\ \mu\mathrm m/25$ is $25.81\ \Omega\,\mu\mathrm m$, about 1% above the wide-layer value. The wide-layer formula would assign 25.23 modes to this width.

## Part (f): More valleys and unequal masses

**Question.** Returning to zero temperature and keeping the total density fixed, find the effect of (i) $g_v$ identical isotropic valleys and (ii) one elliptical valley with its principal axes along and across the current. Is the result of part (d) a lower bound for every semiconductor?

**Answer.** (i) Each valley holds $n/g_v$ electrons, so its Fermi wave number is $\sqrt{2\pi n/g_v}$. The total number of modes per width is

$$
\frac{M}{W}=\frac{g_v}{\pi}\sqrt{\frac{2\pi n}{g_v}}
=\sqrt{g_v}\,\frac{\sqrt{2\pi n}}{\pi}.
$$

The resistance is divided by $\sqrt{g_v}$. Two valleys give $18.09\ \Omega\,\mu\mathrm m$ per contact.

(ii) Let $a_x$ and $a_y$ be the semi-axes of the Fermi ellipse. From $E_F=\hbar^2a_x^2/(2m_x)=\hbar^2a_y^2/(2m_y)$ follows $a_y/a_x=\sqrt{m_y/m_x}$. The area $\pi a_xa_y$ fixes the density:

$$
2\pi n=a_xa_y=a_y^2\sqrt{\frac{m_x}{m_y}},\qquad
a_y=\sqrt{2\pi n}\left(\frac{m_y}{m_x}\right)^{1/4}.
$$

For each $|k_y|<a_y$ the ellipse has one right-moving state at the Fermi energy, so $M/W=a_y/\pi$. The resistance is multiplied by $(m_x/m_y)^{1/4}$.

Phosphorene has a strongly anisotropic valley, with rough masses 0.15 and 1.2 $m_0$. Current along the light axis gives about $15\ \Omega\,\mu\mathrm m$ per contact; current along the heavy axis gives about $43\ \Omega\,\mu\mathrm m$. For a single elliptical contour, what counts is its extent across the current, and a heavy transverse mass enlarges it.

The value in part (d) is therefore not a lower bound for every semiconductor at this density. It is the limit for one isotropic, spin-degenerate valley whose energy rises with $k$.

## Part (g): Barriers and scattering

**Question.** Return to the isotropic single valley at zero temperature. Each contact now has a rectangular barrier of thickness $d=1.0$ nm whose top lies $U=0.30$ eV above the band edge. Outside the barriers, the band edge on the reservoir side is taken to be the same as in the channel. The mass is the same everywhere, and $k_y$ is conserved. Find the resistance per contact when interference between the barriers averages out. Separately, estimate the resistance of a 20 nm channel with a rough mobility $\mu_e=100\ \mathrm{cm^2/(V\,s)}$. What do the results imply for a real device?

**Answer.** For motion along $x$ with energy $E_x<U$, define $k=\sqrt{2mE_x}/\hbar$ and $\kappa=\sqrt{2m(U-E_x)}/\hbar$. Choose a transmitted wave with $\psi=1$ and $\psi'=ik$ at the exit $x=d$. Inside the barrier,

$$
\psi(x)=\cosh\kappa(x-d)+\frac{ik}{\kappa}\sinh\kappa(x-d).
$$

At the entrance $x=0$ the incoming amplitude is

$$
A=\frac12\left[\psi(0)+\frac{\psi'(0)}{ik}\right]
=\cosh\kappa d+\frac i2\left(\frac\kappa k-\frac k\kappa\right)\sinh\kappa d .
$$

Using $\cosh^2=1+\sinh^2$ and $1+\frac14(\kappa/k-k/\kappa)^2=\frac14(\kappa/k+k/\kappa)^2$,

$$
T_b=\frac1{|A|^2}=\left[1+\frac{U^2\sinh^2\kappa d}
{4E_x(U-E_x)}\right]^{-1}.
$$

Here $k^2+\kappa^2=2mU/\hbar^2$ supplied the factor $U^2$.

An electron can cross both barriers directly or after any number of round trips between them. Averaging over the phase of a round trip removes the interference terms, so probabilities add. With reflection probability $1-T_b$,

$$
T_2=T_b^2\sum_{j=0}^\infty(1-T_b)^{2j}
=\frac{T_b^2}{1-(1-T_b)^2}=\frac{T_b}{2-T_b}.
$$

The modes are evenly spaced in $s=k_y/k_F$, and $E_x=E_F(1-s^2)$. The mean transmission is $\langle T_2\rangle=\int_0^1T_2(s)\,ds$.

At normal incidence $T_b=0.4273$, hence $T_2=0.4273/1.5727=0.272$. The mode average is lower, $0.1858$. Oblique modes have smaller $E_x$; since $E_F<U/2$, this increases both $\sinh^2\kappa d$ and $1/[E_x(U-E_x)]$, so $T_b$ falls. The resistance per contact becomes

$$
\frac{25.58}{0.1858}\ \Omega\,\mu\mathrm m\approx138\ \Omega\,\mu\mathrm m,
$$

more than five times the ideal limit.

For channel scattering, the diffusive sheet resistance is $1/(ne\mu_e)=6242\ \Omega$ per square. A length of $0.020\ \mu\mathrm m$ contributes $124.8\ \Omega\,\mu\mathrm m$. With a constant relaxation time $\tau=m\mu_e/e$, the mean free path is

$$
\ell=v_F\tau=\frac{\hbar k_F}{m}\frac{m\mu_e}{e}
=\frac{\hbar k_F\mu_e}{e}=5.22\ \mathrm{nm}.
$$

Then $ne\mu_e=(k_F^2/2\pi)\,e^2\ell/(\hbar k_F)=(e^2/h)k_F\ell$, and the diffusive resistance relative to the total ballistic one is

$$
\frac{L/(ne\mu_e)}{R_{\rm tot}W}
=\frac{hL/(e^2k_F\ell)}{h\pi/(2e^2k_F)}
=\frac{2L}{\pi\ell}\approx2.4 .
$$

A 20 nm channel with this mobility is thus not ballistic. The diffusive formula gives the scale of the added resistance; at only about four mean free paths it is an estimate.

For a real monolayer InSe device, the single, nearly isotropic valley is a reasonable starting point, while the mass and mobility used here are rough. The chosen density is high. If one gate induces all of it through silicon dioxide, with rough relative permittivity 3.9, the oxide field is $en/(\varepsilon_r\varepsilon_0)\approx4.6\ \mathrm{MV/cm}$, about half of a rough breakdown field of 10 MV/cm. Reflection at the contacts can matter much more than temperature. In the barrier model it moves the resistance per contact from about 26 to 138 $\Omega\,\mu\mathrm m$, whereas heating the ideal channel to 300 K adds about $0.6\ \Omega\,\mu\mathrm m$ per contact for a parabolic band with $m=0.20\,m_0$. This thermal rise grows with the mass and with nonparabolicity; for a parabolic band with $m=0.25\,m_0$ it is about $1.1\ \Omega\,\mu\mathrm m$, still small beside the barrier effect. The barrier value assumes that interference between the barriers averages out. In a fully coherent channel a few tens of nanometres long, without scattering and at zero temperature, the sum over modes does not remove the interference, and the resistance per contact varies with length between roughly 95 and 170 $\Omega\,\mu\mathrm m$. The barrier value further assumes equal band edges on both sides of each barrier; the much deeper band edge of a metal would change the transmission. The value is also for zero temperature; heating would change the current through and over the barriers, which is not computed here. In this example the contact barriers and the channel scattering each add far more resistance than thermal broadening adds to the ideal channel.

The numerical output below lists the inputs and computed values.

## Values computed for the example and the checks

```
Sheet density: 1.0e+13 cm^-2
Effective mass (rough, InSe regime): 0.20 m0
Fermi wave number: 0.7927 nm^-1
Fermi wavelength: 7.93 nm
Fermi energy: 0.1197 eV
Resistance of one spin-degenerate mode: 12906.4 ohm
Modes per micrometre: 252.3 um^-1
Total ballistic resistance: 51.15 ohm um
Quantum limit per contact: 25.58 ohm um
Total from k-space current integral: 51.15 ohm um
Total, nonparabolic band: 51.15 ohm um
Nonparabolicity used in that test: 1.5 eV^-1
Density from box count: 1.0004e+13 cm^-2
Strip 15 nm: kF W/pi = 3.785, transmission = 3.0000
Strip 22 nm: kF W/pi = 5.551, transmission = 5.0000
Strip 30 nm: kF W/pi = 7.569, transmission = 7.0000
Share of voltage at left contact: 0.5000
Bias: 10 mV
Current per width: 0.195 mA/um
Relative rise of R from finite bias: 7.27e-05
Temperature of use: 300 K
Thermal energy: 0.0259 eV
Ratio of thermal to Fermi energy: 0.2160
Chemical potential at temperature of use: 0.1194 eV
Per contact at temperature of use: 26.22 ohm um
Thermal factor, full integral: 1.0251
Thermal factor, leading series: 1.0192
Hard-wall strip width: 100 nm
Modes in that strip: 25
Per contact in that strip: 25.81 ohm um
Per contact, two valleys: 18.09 ohm um
Anisotropic masses (rough, phosphorene): 0.15, 1.2 m0
Per contact, current along light axis: 15.21 ohm um
Per contact, current along heavy axis: 43.01 ohm um
Barrier height above band edge: 0.30 eV
Barrier thickness: 1.0 nm
One-barrier transmission, normal incidence: 0.4273
Mode-averaged two-barrier transmission: 0.1858
Per contact with barriers, zero T: 137.6 ohm um
Mobility (rough): 100 cm2/Vs
Channel length: 20 nm
Sheet resistance: 6242 ohm per square
Mean free path: 5.22 nm
Diffusive channel resistance: 124.8 ohm um
Oxide relative permittivity (rough): 3.9
Oxide field for this density: 4.64 MV/cm
```
